# Nonparabolic confinement energy of a hard-wall InAs quantum dot: test program

```python
"""
Result under test: a hard-wall dot with parabolic confinement energy E0 has,
for the dispersion E(1+E/Eg) = hbar^2 k^2/(2 m*), the electron level
    E = (Eg/2) (sqrt(1 + 4 E0/Eg) - 1).
E: energy above the conduction edge; Eg: gap; m*: band-edge mass;
k: wave number fixed by the wall; P: conduction-valence coupling (eV nm).
The conduction envelope vanishes at the wall; the valence envelope is free.
Energies are in eV, lengths in nm, masses in free-electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh

gap = 0.42
parabolic_energy = 0.30
edge_mass = 0.024             # rough InAs value
barrier_height = 0.90         # rough conduction offset to GaAs
barrier_gap = 1.52            # rough GaAs gap at low temperature
split_off = 0.39              # rough InAs spin-orbit splitting
warm_gap = 0.35               # rough InAs gap near room temperature
strained_gap = 0.60           # assumed gap of a compressed dot
permittivity = 15.0           # rough relative permittivity
base_side = 20.0              # base of the comparison cuboid

# hbar^2/(2 m_e) in eV nm^2
free_kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
kinetic = free_kinetic / edge_mass
wave_number = np.sqrt(parabolic_energy / kinetic)
radius = np.pi / wave_number
coupling = np.sqrt(gap * kinetic)


def nonparabolic_level(energy0):
    return 0.5 * gap * (np.sqrt(1 + 4 * energy0 / gap) - 1)


level = nonparabolic_level(parabolic_energy)
lower_root = -gap - level
energy_mass = edge_mass * (1 + level / gap)
valence_weight = level / (2 * level + gap)


def radial_gradient(step, cells):
    """Gradient of s-wave functions, from cell centres to cell faces.

    The function is zero at the wall, at radius (cells + 1/2) * step.
    Unknowns are scaled so that the transpose is minus the divergence.
    """
    faces = step * np.arange(cells + 1)
    root_volume = np.sqrt((faces[1:]**3 - faces[:-1]**3) / (3 * step))
    gradient = np.diag(-faces[1:] / (step * root_volume))
    gradient += np.diag(faces[1:-1] / (step * root_volume[1:]), 1)
    return gradient


def two_band_matrix(gradient, conduction_edge, valence_edge):
    return np.block([[np.diag(conduction_edge), coupling * gradient.T],
                     [coupling * gradient, np.diag(valence_edge)]])


# Sphere with a hard wall: parabolic and two-band diagonalizations
cells = 300
gradient = radial_gradient(radius / (cells + 0.5), cells)
sphere_parabolic = np.linalg.eigvalsh(kinetic * gradient.T @ gradient)[0]
assert abs(sphere_parabolic - parabolic_energy) < 1e-4
values, vectors = np.linalg.eigh(
    two_band_matrix(gradient, np.zeros(cells), np.full(cells, -gap)))
index = np.flatnonzero(values > 0)[0]
sphere_level = values[index]
sphere_valence_weight = np.sum(vectors[cells:, index]**2)
assert abs(sphere_level - level) < 1e-4
assert abs(sphere_valence_weight - valence_weight) < 1e-3
assert np.min(np.abs(values - lower_root)) < 1e-4
assert level < parabolic_energy and abs(level - 0.20) < 0.005

# Flat cuboid with the same parabolic energy, solved in three dimensions
height = np.pi / np.sqrt(wave_number**2 - 2 * (np.pi / base_side)**2)


def cuboid_level(intervals):
    identity = sparse.identity(intervals - 1)
    blocks = []
    for axis, side in enumerate((base_side, base_side, height)):
        difference = sparse.diags(
            [np.ones(intervals - 1), -np.ones(intervals - 1)], [0, -1],
            shape=(intervals, intervals - 1)) * (intervals / side)
        factors = [identity, identity, identity]
        factors[axis] = difference
        blocks.append(sparse.kron(sparse.kron(factors[0], factors[1]),
                                  factors[2]))
    slope = sparse.vstack(blocks)
    matrix = sparse.bmat([[None, coupling * slope.T],
                          [coupling * slope,
                           -gap * sparse.identity(slope.shape[0])]],
                         format="csc")
    start = np.ones(matrix.shape[0])
    return eigsh(matrix, k=1, sigma=0.20, v0=start,
                 return_eigenvectors=False)[0]


# Removing the leading error, quadratic in the grid step
cuboid_energy = (4 * cuboid_level(12) - cuboid_level(6)) / 3
assert abs(cuboid_energy - level) < 3e-4

# First correction to the parabolic energy: good only when E0 << Eg
first_correction = parabolic_energy * (1 - parabolic_energy / gap)
small = 1e-3
remainder = nonparabolic_level(small) - small * (1 - small / gap)
assert 0 < remainder < 12 * small**3
assert abs(first_correction - level) > 0.1

# Finite barrier: continuity of the envelope and of its slope over mass
outer_valence_edge = barrier_height - barrier_gap
outer_edge_mass = edge_mass * barrier_gap / gap


def mismatch(energy, nonparabolic):
    if nonparabolic:
        inner_mass = edge_mass * (1 + energy / gap)
        outer_mass = edge_mass * (energy - outer_valence_edge) / gap
    else:
        inner_mass, outer_mass = edge_mass, outer_edge_mass
    inside = np.sqrt(energy * inner_mass / free_kinetic)
    decay = np.sqrt((barrier_height - energy) * outer_mass / free_kinetic)
    return ((inside / np.tan(inside * radius) - 1 / radius) / inner_mass
            + (decay + 1 / radius) / outer_mass)


finite_parabolic = brentq(mismatch, 1e-6, parabolic_energy * (1 - 1e-9),
                          args=(False,))
finite_level = brentq(mismatch, 1e-6, level * (1 - 1e-9), args=(True,))

inner_cells, all_cells = 150, 375
gradient = radial_gradient(radius / inner_cells, all_cells)
conduction_edge = np.where(np.arange(all_cells) < inner_cells,
                           0.0, barrier_height)
face_number = np.arange(1, all_cells + 1)
outside_share = np.where(face_number < inner_cells, 0.0,
                         np.where(face_number == inner_cells, 0.5, 1.0))
valence_edge = -gap + outside_share * (outer_valence_edge + gap)
finite_values = np.linalg.eigvalsh(
    two_band_matrix(gradient, conduction_edge, valence_edge))
assert abs(finite_values[finite_values > 0][0] - finite_level) < 3e-4
face_mass = edge_mass + outside_share * (outer_edge_mass - edge_mass)
finite_matrix = (gradient.T @ ((free_kinetic / face_mass)[:, None] * gradient)
                 + np.diag(conduction_edge))
assert abs(np.linalg.eigvalsh(finite_matrix)[0] - finite_parabolic) < 3e-4
assert finite_level < finite_parabolic < parabolic_energy
assert finite_level < level


def kane_level(k, splitting, free_term):
    """Conduction level with split-off band; band-edge mass held fixed."""
    inverse_gaps = 2 / (3 * gap) + 1 / (3 * (gap + splitting))
    strength = np.sqrt(free_kinetic * (1 / edge_mass - free_term)
                       / inverse_gaps) * k
    light, split = strength * np.sqrt(2 / 3), strength * np.sqrt(1 / 3)
    matrix = np.array([[free_term * free_kinetic * k**2, light, split],
                       [light, -gap, 0.0],
                       [split, 0.0, -gap - splitting]])
    return np.linalg.eigvalsh(matrix)[-1]


split_off_level = kane_level(wave_number, split_off, 0.0)
full_kane_level = kane_level(wave_number, split_off, 1.0)
assert abs(kane_level(wave_number, 0.0, 0.0) - level) < 1e-10
test_k = 1e-3
assert abs(kane_level(test_k, split_off, 1.0)
           / (kinetic * test_k**2) - 1) < 1e-4


def level_for_gap(other_gap):
    """Same coupling P and same wave number, different gap."""
    off_diagonal = coupling * wave_number
    return np.linalg.eigvalsh([[0.0, off_diagonal],
                               [off_diagonal, -other_gap]])[-1]


warm_level = level_for_gap(warm_gap)
strained_level = level_for_gap(strained_gap)
assert strained_level < level < warm_level

# Repulsion of two electrons in the lowest conduction envelope of the sphere


def enclosed(x):
    return x - np.sin(2 * np.pi * x) / (2 * np.pi)


pair_integral = 2 * quad(
    lambda x: 2 * np.sin(np.pi * x)**2 * enclosed(x) / x, 0, 1)[0]
field_integral = 1 + quad(lambda x: (enclosed(x) / x)**2, 0, 1)[0]
assert abs(pair_integral - field_integral) < 1e-8
coulomb_constant = const.e / (4 * np.pi * const.epsilon_0) * 1e9
repulsion = pair_integral * coulomb_constant / (permittivity * radius)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS")
show("gap Eg", gap, "eV", 2)
show("parabolic confinement energy E0", parabolic_energy, "eV", 2)
show("band-edge mass (rough)", edge_mass, "m_e", 3)
print("DOT AND LEVEL")
show("hbar^2/(2 m_e)", free_kinetic, "eV nm^2", 5)
show("hbar^2/(2 m*)", kinetic, "eV nm^2")
show("wave number K", wave_number, "1/nm")
show("sphere radius", radius, "nm", 2)
show("coupling P", coupling, "eV nm")
show("4 E0/Eg", 4 * parabolic_energy / gap)
show("sqrt(1 + 4 E0/Eg)", np.sqrt(1 + 4 * parabolic_energy / gap))
show("nonparabolic level E", level, "eV")
show("lowering E0 - E", parabolic_energy - level, "eV")
show("ratio E/E0", level / parabolic_energy)
show("other root", lower_root, "eV")
show("mass at the level", energy_mass, "m_e")
show("valence weight", valence_weight)
show("first-correction estimate", first_correction, "eV")
print("DIAGONALIZATION")
show("sphere, parabolic", sphere_parabolic, "eV", 5)
show("sphere, two-band", sphere_level, "eV", 5)
show("sphere, valence weight", sphere_valence_weight)
show("cuboid base side", base_side, "nm", 1)
show("cuboid height", height, "nm", 2)
show("cuboid, two-band", cuboid_energy, "eV", 5)
print("NEGLECTED EFFECTS (rough inputs)")
show("barrier height", barrier_height, "eV", 2)
show("barrier gap", barrier_gap, "eV", 2)
show("finite barrier, parabolic level", finite_parabolic, "eV")
show("finite barrier, nonparabolic level", finite_level, "eV")
show("spin-orbit splitting", split_off, "eV", 2)
show("level with split-off band", split_off_level, "eV")
show("level with split-off band and free term", full_kane_level, "eV")
show("room-temperature gap", warm_gap, "eV", 2)
show("level at room-temperature gap", warm_level, "eV")
show("assumed strained gap", strained_gap, "eV", 2)
show("level at strained gap", strained_level, "eV")
show("relative permittivity", permittivity, "", 1)
show("two-electron repulsion", repulsion, "eV")
print("checks complete")
```

Running it gives:

```
INPUTS
gap Eg: 0.42 eV
parabolic confinement energy E0: 0.30 eV
band-edge mass (rough): 0.024 m_e
DOT AND LEVEL
hbar^2/(2 m_e): 0.03810 eV nm^2
hbar^2/(2 m*): 1.5875 eV nm^2
wave number K: 0.4347 1/nm
sphere radius: 7.23 nm
coupling P: 0.8165 eV nm
4 E0/Eg: 2.8571
sqrt(1 + 4 E0/Eg): 1.9640
nonparabolic level E: 0.2024 eV
lowering E0 - E: 0.0976 eV
ratio E/E0: 0.6748
other root: -0.6224 eV
mass at the level: 0.0356 m_e
valence weight: 0.2454
first-correction estimate: 0.0857 eV
DIAGONALIZATION
sphere, parabolic: 0.30000 eV
sphere, two-band: 0.20243 eV
sphere, valence weight: 0.2454
cuboid base side: 20.0 nm
cuboid height: 8.41 nm
cuboid, two-band: 0.20243 eV
NEGLECTED EFFECTS (rough inputs)
barrier height: 0.90 eV
barrier gap: 1.52 eV
finite barrier, parabolic level: 0.1557 eV
finite barrier, nonparabolic level: 0.1542 eV
spin-orbit splitting: 0.39 eV
level with split-off band: 0.2084 eV
level with split-off band and free term: 0.2101 eV
room-temperature gap: 0.35 eV
level at room-temperature gap: 0.2208 eV
assumed strained gap: 0.60 eV
level at strained gap: 0.1648 eV
relative permittivity: 15.0
two-electron repulsion: 0.0237 eV
checks complete
```
